# One-loop corrections to the hyperfine splitting of hydrogen-like nS levels: verification in Python

```python
# Kroll-Pollock correction to nS hyperfine splitting, units hbar=c=m_e=1:
#   dE = alpha (Z alpha) E_F (8/pi^2) int_0^inf dk [L(k)-L(0)]/k^2
#      = alpha (Z alpha) E_F [3/4 (vacuum polarization) + ln2-13/4 (electron line)].
# 1+(alpha/pi)L(k): one-loop factor of the Coulomb x magnetic exchange, electron at rest
# p=(1,0), photon momentum (0,k), polarization eps. Feynman gauge, radiative photon
# 1/(l^2-lam^2)-1/(l^2-Lam^2). Pieces: Z legs, SE self-energy, M/C magnetic/Coulomb
# vertex (V=M+C), S spanning photon. gam = Z*alpha.
import numpy as np, sympy as sp, mpmath as mp
from numpy import pi, log, log1p, sqrt
from numpy.polynomial.legendre import leggauss
from scipy.special import gammainc
from scipy.integrate import quad
from scipy import constants as C

def gauss(n, a, b):
    x, w = leggauss(n)
    return a+(b-a)*(x+1)/2, w*(b-a)/2
def logit(a, b, h):  # trapezoid rule in v, z=1/(1+e^-v); returns z, 1-z, weights
    v = np.arange(a, b, h); z = 1/(1+np.exp(-v)); o = 1/(1+np.exp(v))
    return z, o, h*z*o

sig = [np.array(m, complex) for m in ([[0,1],[1,0]], [[0,-1j],[1j,0]], [[1,0],[0,-1]])]
O2 = np.zeros((2,2)); I2 = np.eye(2); I4 = np.eye(4)
G = np.array([np.block([[I2,O2],[O2,-I2]])]+[np.block([[O2,s],[-s,O2]]) for s in sig], complex)
g = np.array([1.,-1,-1,-1])
slash = lambda v: np.tensordot(v*g, G, 1)
sq = lambda v: (v*v*g).sum(-1)
prop = lambda v: (slash(v)+I4)/(sq(v)-1)[..., None, None]

def direct(k, lam, Lam, magnetic_first):
    """loop integrals from the definition, contour l0 = lam/2 + i l4"""
    p = np.array([1.,0,0,0]); kv = np.array([0,0,0,k]); ps = slash(p); es = slash(np.array([0,1.,0,0]))
    v1, v2, P = (es, ps, p+kv) if magnetic_first else (ps, es, p-kv)
    u, wu = gauss(48,0,1); R = 2*u/(1-u); wR = wu*2/(1-u)**2*R**3
    ch, wc = gauss(40,0,pi); ct, wt = gauss(24,-1,1)
    R_, ch_, ct_ = [a.ravel() for a in np.meshgrid(R, ch, ct, indexing='ij')]
    W = np.einsum('i,j,k->ijk', wR, wc*np.sin(ch)**2, wt).ravel()*(pi/2)/(4*pi**2)
    acc = np.zeros((6,4,4), complex)
    for ph in np.arange(4)*pi/2:
        r = R_*np.sin(ch_); st = sqrt(1-ct_**2)
        l = np.stack([lam/2+1j*R_*np.cos(ch_), r*st*np.cos(ph), r*st*np.sin(ph), r*ct_], -1)
        w = W*(1/(sq(l)-lam**2)-1/(sq(l)-Lam**2))
        Sp, SP = prop(p-l), prop(P-l)
        first = SP@v1@Sp; Sv2 = Sp@v2
        for i, X in enumerate([Sp, -(Sp@ps@Sp), SP, first, Sv2@SP, Sv2@first]):
            acc[i] += np.tensordot(w, X, 1)
    acc = [sum(g[a]*G[a]@X@G[a] for a in range(4)) for X in acc]
    Pi = (I4+ps)/2; S0 = prop(P)
    proj = lambda X: np.trace(es@slash(kv)@Pi@X@Pi)/(2*k*k)
    tree = proj(v2@S0@v1)
    assert abs(tree+1/k**2) < 1e-12
    dm = np.trace(Pi@acc[0])/2
    a, b = proj(v2@S0@acc[3])/tree, proj(acc[4]@S0@v1)/tree
    if not magnetic_first: a, b = b, a
    return np.array([np.trace(Pi@acc[1])/2, proj(v2@S0@(acc[2]-dm*I4)@S0@v1)/tree, a, b, proj(acc[5])/tree])

def feynman(k, lam, Lam):
    """parameter formulas with finite regulators: Z, SE, M, C, S"""
    x, o, w = logit(-40, 40, 0.4); e = k*k
    D = lambda e_, m: o*o+x*o*e_+x*m*m
    on, off = log(D(0,Lam)/D(0,lam)), log(D(e,Lam)/D(e,lam))
    LZ = .5*w@(-x*on+2*(2-x)*x*o*(1/D(0,lam)-1/D(0,Lam)))
    LSE = -.5*w@(x*off)-w@((2-x)*(off-on))/e
    s = x[:,None]; X = o[:,None]; z = s*x[None,:]; y = s*o[None,:]
    W = np.outer(w*x, w); c = z*(1-z)
    d1, d2 = s*s+c*e+X*lam**2, s*s+c*e+X*Lam**2
    lg, inv = log(d2/d1), 1/d1-1/d2
    LM = (W*(.5*lg-.5*(X*X+2*X-1+c*e)*inv)).sum()
    LC = (W*(.5*lg-.5*(-X*X+4*X-1+c*e)*inv)).sum()
    LS = -e/2*(W*y*((1+z+(1-z)*(X*X-z*z*e))*(1/d1**2-1/d2**2)-(1-3*z)*inv)).sum()
    return np.array([LZ, LSE, LM, LC, LS])

f0 = feynman(1.5, 1., 3.)
d0 = [direct(1.5, 1., 3., o) for o in (True, False)]
for d in d0: assert np.abs(d-f0).max() < 1e-5
print("loop check k=1.5 lam=1 Lam=3 (m_e), pieces in alpha/pi: direct, parameter")
for n, a, b in zip(["Z","SE","M","C","S"], d0[0].real, f0): print(f"  {n}: {a:.7f} {b:.7f}")

z, oz, wz = logit(-100, 60, 0.5)
def pieces(k):
    """SE, V, S at lam->0, Lam->inf without their ln Lam, ln lam terms"""
    e = k*k; c = z*oz; b2 = c*e; b = sqrt(b2); dz = z*z+b2
    SE = -.25+.5*wz@(z*log(oz+z*e))+wz@((2-z)*log1p(e*z/oz))/e
    A0 = np.arctan(b*oz/(b2+z))/b; A1 = .5*log1p(oz*(1+z)/dz); A2 = oz-b2*A0
    iln = log1p(b2)-z*log(dz)-2*oz+2*b2*A0
    V = -1.25+wz@(-iln+A2+3*A1-2*A0)
    bB0 = .5*(oz*(b2-z)/((1+b2)*dz)+A0); B1 = .5*oz*(1+z)/((1+b2)*dz)
    B2 = A0-bB0; B3 = A1-b2*B1
    T = (-2*bB0/oz+e*((2+2*c)*B1-oz*(2+z)*B2+oz*B3)
         - z*e*(b2*B1-z*bB0)-(1-3*z)*e*(A1-z*A0))
    S = log1p(1/e)+wz@(-.5*T+.5*e*(1/(z*z+z*e)-1/(1+z*e)))
    return np.array([SE, V, S])
LZ0 = -9/8
lam, Lam = 1e-6, 1e5
for k in (0.5, 2.0):
    f = feynman(k, lam, Lam); q = pieces(k); U = log(Lam**2)
    lim = [LZ0-U/4-log(lam), q[0]-U/4, q[1]+U/2, q[2]+log(lam)]
    assert np.abs(np.array([f[0], f[1], f[2]+f[3], f[4]])-lim).max() < 1e-4  # O(lam) terms
print(f"k=2, lam=1e-6, Lam=1e5: sum {f.sum():.6f}, regulator-free L {q.sum()+LZ0:.6f}")
c0 = np.array([-1/8, 3/4, 1.]); dl = np.array([-2., 4, -2])
sub = lambda k: pieces(k)-c0-dl*log(k)
assert np.abs(sub(1e-3)).max() < 1e-4
cn = pieces(1e-3)-dl*log(1e-3)
print("small-k constants SE,V,S at k=1e-3: %.5f %.5f %.5f" % tuple(cn))
for k in (1e-3, 0.1, 1., 10.): print(f"L({k:g}) = {pieces(k).sum()+LZ0:.6f}")
h = [(pieces(k).sum()+LZ0-.5)/k**2 for k in (1e-3, 2e-3, 4e-3)]
assert abs(h[2]-2*h[1]+h[0]) < 1e-3   # (L-1/2)/k^2 linear in ln k: no term ~k
print(f"coefficient of k^2 ln k in L: {(h[1]-h[0])/log(2):.4f}")

def kquad(fun, k0=1e-3, K=1e9):
    """int_0^inf fun/k^2 by quadrature; fun ~ k^2 (a ln k + b) below k0"""
    ed = np.linspace(log(k0), log(K), 29); tot = 0
    for a, b in zip(ed[:-1], ed[1:]):
        for t, w in zip(*gauss(10, a, b)): tot = tot+w*fun(np.exp(t))*np.exp(-t)
    f1, f2 = fun(k0)/k0**2, fun(2*k0)/(4*k0**2)
    return tot+k0*(f1-(f2-f1)/log(2))
num = 8/pi**2*kquad(sub)

s_, z_ = sp.symbols('s z', positive=True); Lz = sp.log(z_)
def sint(e):
    F = sp.integrate(sp.expand(e), s_); return F.subs(s_, 1)-F.subs(s_, z_)
kV = -3*Lz/2+3/(2*z_)-1-1/(2*z_**2)
kS = 1/z_-1+2*z_-2*z_**2+(2-3*z_+4*z_**2)*Lz
eV = sint(1/s_+(s_**2+3*s_-2)/(2*s_**3))-kV
eS = sint((s_-z_)*((1+z_+(1-z_)*(1-s_)**2)/s_**3-z_/s_-2*(1-3*z_)/s_))-kS
for zz in (0.2, 0.7): assert abs(float(eV.subs(z_, zz)))+abs(float(eS.subs(z_, zz))) < 1e-12
B = lambda a, b: mp.gamma(a)*mp.gamma(b)*mp.rgamma(a+b)
BL = lambda a, b: B(a, b)*(mp.digamma(a)-mp.digamma(a+b))
ISE = mp.pi/2*B(2.5,.5)-mp.pi/3*(2*B(2.5,-.5)-B(3.5,-.5))
IV = -mp.pi*(-1.5*BL(1.5,1.5)+1.5*B(.5,1.5)-B(1.5,1.5)-.5*B(-.5,1.5))
IS = -mp.pi/8*(B(-.5,.5)-B(.5,.5)+2*B(1.5,.5)-2*B(2.5,.5)+2*BL(.5,.5)-3*BL(1.5,.5)+4*BL(2.5,.5))
mel = 8/pi**2*np.array([float(ISE), float(IV), float(IS)])
closed = np.array([4.5, -33/4-3*log(2), .5+4*log(2)])
assert np.abs(mel-closed).max() < 1e-12 and np.abs(num-closed).max() < 1e-5
print("coefficients of alpha Z alpha E_F: quadrature, Mellin continuation")
for n, a, b in zip(["SE","V","S"], num, mel): print(f"  {n}: {a:.6f} {b:.6f}")
line = mel.sum(); assert abs(num.sum()-(log(2)-13/4)) < 1e-5
print(f"  electron line: {num.sum():.6f} {line:.6f}")

Pi_f = lambda k: 2*wz@(z*oz*log1p(z*oz*k*k))
def Pi_disp(k):  # dispersion integral, spectral density from the pair trace
    def integrand(v):
        s = 4/(1-v*v); E = sqrt(s)/2
        p1, p2 = np.array([E,0,0,E*v]), np.array([E,0,0,-E*v])
        tr = -sum(g[a]*np.trace((slash(p1)+I4)@G[a]@(slash(p2)-I4)@G[a]) for a in range(4)).real
        return k*k*(v*tr/(12*s))/(s*(s+k*k))*8*v/(1-v*v)**2
    return quad(integrand, 0, 1, epsabs=1e-11)[0]
for k in (0.7, 3.):
    Pv = k*k*quad(lambda v: v*v*(1-v*v/3)/(4+(1-v*v)*k*k), 0, 1)[0]
    assert abs(Pi_f(k)-Pi_disp(k)) < 1e-8 and abs(Pi_f(k)-Pv) < 1e-8
vp = 16/pi**2*kquad(Pi_f); assert abs(vp-.75) < 1e-6
print(f"  vacuum polarization: {vp:.6f}")
print(f"  total: {vp+num.sum():.6f}; ln2-5/2 = {log(2)-2.5:.6f}")

def uehling(gam):
    """first-order 1S Schroedinger theory, Uehling as a sum of Yukawas of mass M"""
    th, wt = gauss(40, 0, pi/2); v = np.sin(th); M = 2/np.cos(th)
    w = wt*v*v*(1-v*v/3)/np.cos(th)
    mag = (4*gam*M+4*gam**2)/(M+2*gam)**2
    rho = np.exp(np.arange(-45, log(30), .2)); a = M/gam+2
    tail = (1+2*rho+2*rho**2)*np.exp(-2*rho)
    br = gammainc(3, 2*rho)[None,:]-gammainc(2, a[:,None]*rho[None,:])
    dpsi = -2/a**2*.2*(br*(tail*np.exp(2*rho)/rho)[None,:]).sum(1)
    return np.array([w@mag, w@(2*dpsi)])/(pi*gam)
gs = np.array([2e-4, 1e-4, 5e-5])
ex = np.linalg.solve(np.stack([gs**0, gs*log(gs), gs], 1), np.array([uehling(x) for x in gs]))[0]
assert np.abs(ex-vp/2).max() < 1e-5
print(f"Schroedinger-Uehling, gam->0: magnetic {ex[0]:.6f}, Coulomb {ex[1]:.6f}")

pc = lambda n: C.physical_constants[n][0]
al = C.alpha; red = 1/(1+pc('electron-proton mass ratio')); mu = pc('proton mag. mom. to Bohr magneton ratio')
EF = 16/3*al**2*pc('Rydberg constant times c in Hz')*mu*red**3
EF2 = 8/3*C.mu_0*pc('Bohr magneton')*pc('proton mag. mom.')*red**3/(pi*pc('Bohr radius')**3)/C.h
assert abs(EF/EF2-1) < 1e-7
uh = uehling(al)
print(f"Schroedinger-Uehling at gam=alpha: magnetic {uh[0]:.5f}, Coulomb {uh[1]:.5f}, sum {uh.sum():.5f}")
print(f"hydrogen 1S: 1/alpha = {1/al:.6f}, mu_p/mu_B = {mu:.9e}")
print(f"c R_inf = {pc('Rydberg constant times c in Hz'):.9e} Hz, (m_r/m)^3 = {red**3:.8f}")
print(f"E_F = {EF/1e3:.3f} kHz = {EF*C.h/pc('Hartree energy'):.6e} hartree")
print(f"Schwinger term alpha/(2 pi) E_F = {al/(2*pi)*EF/1e3:.3f} kHz")
print(f"alpha^2 = {al**2:.6e}, alpha^2 E_F = {al**2*EF/1e3:.4f} kHz")
print(f"vacuum polarization shift = {vp*al**2*EF/1e3:.3f} kHz")
print(f"electron-line shift = {line*al**2*EF/1e3:.3f} kHz")
tot = (vp+line)*al**2
print(f"total shift = {tot*EF/1e3:.3f} kHz = {tot*EF*C.h/pc('Hartree energy'):.4e} hartree")
print(f"total relative shift = {tot*1e6:.3f} ppm")
print("PASS")
```

Output:

```
loop check k=1.5 lam=1 Lam=3 (m_e), pieces in alpha/pi: direct, parameter
  Z: -0.2380481 -0.2380481
  SE: -0.2246617 -0.2246617
  M: 0.2106900 0.2106900
  C: 0.1598239 0.1598239
  S: -0.1018741 -0.1018741
k=2, lam=1e-6, Lam=1e5: sum -0.751394, regulator-free L -0.751394
small-k constants SE,V,S at k=1e-3: -0.12499 0.74997 1.00001
L(0.001) = 0.499990
L(0.1) = 0.465279
L(1) = -0.276406
L(10) = -1.204156
coefficient of k^2 ln k in L: 1.3333
coefficients of alpha Z alpha E_F: quadrature, Mellin continuation
  SE: 4.500000 4.500000
  V: -10.329441 -10.329442
  S: 3.272589 3.272589
  electron line: -2.556853 -2.556853
  vacuum polarization: 0.750000
  total: -1.806853; ln2-5/2 = -1.806853
Schroedinger-Uehling, gam->0: magnetic 0.375000, Coulomb 0.375000
Schroedinger-Uehling at gam=alpha: magnetic 0.37315, Coulomb 0.38238, sum 0.75553
hydrogen 1S: 1/alpha = 137.035999, mu_p/mu_B = 1.521032202e-03
c R_inf = 3.289841960e+15 Hz, (m_r/m)^3 = 0.99836793
E_F = 1418840.091 kHz = 2.156396e-07 hartree
Schwinger term alpha/(2 pi) E_F = 1647.855 kHz
alpha^2 = 5.325135e-05, alpha^2 E_F = 75.5552 kHz
vacuum polarization shift = 56.666 kHz
electron-line shift = -193.183 kHz
total shift = -136.517 kHz = -2.0748e-11 hartree
total relative shift = -96.217 ppm
PASS
```
